\section*{Zero-energy edge band of zigzag graphene from a momentum-resolved winding number}

\section{Definitions and conventions}

The model has one orbital per carbon atom, hopping amplitude $-t$ with $t>0$ between nearest neighbours, equal on-site energies set to zero, and no interaction between electrons. Spin then enters as a factor of two, and all counts below are per spin.

The crystal fills a half-plane. Its edge runs along $x$ with period $a$ and is of zigzag type. Parallel to it lie zigzag chains $n=1,2,\dots$, each with one $A$ and one $B$ atom per period. The outermost atom is $A_1$, which has two neighbours; every other atom has three. The wave number along the edge is $k$, and the edge Brillouin zone is $0\le ka<2\pi$.

The amplitude on an atom at position $x$ is written $e^{ikx}a_n$ on $A_n$ and $e^{ikx}b_n$ on $B_n$, with the true atomic $x$. Each bond then contributes a phase $e^{ik\Delta x}$. There are two kinds of bond:
\begin{itemize}
\item Within chain $n$, each $B_n$ has two neighbours $A_n$ at $\Delta x=\pm a/2$. They contribute
\begin{equation}
g(k)=e^{ika/2}+e^{-ika/2}=2\cos\frac{ka}{2}.
\end{equation}
\item Between chains, $B_n$ is joined to $A_{n+1}$ by one bond perpendicular to the edge, with $\Delta x=0$ and factor 1.
\end{itemize}
For each $k$ the Schr\"odinger equation is therefore that of a chain with alternating bonds $g$ and 1:
\begin{align}
E a_n&=-t\,(g\,b_n+b_{n-1}), \qquad b_0=0, \label{eq:a}\\
E b_n&=-t\,(g\,a_n+a_{n+1}), \qquad n\ge1. \label{eq:b}
\end{align}
The condition $b_0=0$ expresses the missing neighbour of $A_1$.

The statement to be shown is that this edge carries one zero-energy bound state per $k$ when $|g|<1$, and none when $|g|>1$. The first condition holds on one third of the edge zone.

\section{Bulk bands and winding number}

Far from the edge, put $a_n=\alpha e^{iqn}$ and $b_n=\beta e^{iqn}$, where $q$ is the phase per chain. Equations (\ref{eq:a}) and (\ref{eq:b}) become
\begin{equation}
E\alpha=-t(g+e^{-iq})\beta,\qquad E\beta=-t(g+e^{iq})\alpha .
\end{equation}
Multiplying the two gives
\begin{equation}
E^2=t^2|g+e^{iq}|^2=t^2(1+g^2+2g\cos q). \label{eq:bulk}
\end{equation}
At fixed $k$ the smallest value occurs where $g\cos q=-|g|$, so that $|E|_{\min}=t\,|1-|g||$. The gap between the two bands is $2t\,|1-|g||$. It closes at $|g|=1$, that is at $ka=2\pi/3$ and $4\pi/3$, the projections of the two Dirac points onto the edge.

The Hamiltonian connects $A$ to $B$ and has no $A$--$A$ or $B$--$B$ elements. All its information at fixed $k$ is thus in one complex function,
\begin{equation}
h_{BA}(q)=-t\,f(e^{iq}),\qquad f(z)=g+z .
\end{equation}
When the gap is open, $f$ has no zero on the unit circle and its phase is defined for every $q$. As $q$ runs from 0 to $2\pi$, the phase changes by an integer multiple of $2\pi$:
\begin{equation}
W(k)=\frac{1}{2\pi}\oint d\arg f
=\frac{1}{2\pi i}\oint_{|z|=1}\frac{f'(z)}{f(z)}\,dz
=\frac{1}{2\pi i}\oint_{|z|=1}\frac{dz}{z+g}. \label{eq:w}
\end{equation}
The second form follows from $d\ln f=d\ln|f|+i\,d\arg f$, because $\ln|f|$ returns to its starting value. The integrand has one pole, at $z=-g$, with residue 1. Hence
\begin{equation}
W(k)=\begin{cases}1,&|g(k)|<1,\\ 0,&|g(k)|>1.\end{cases}
\end{equation}
Geometrically, $f$ traces a circle of unit radius centred at $g$, which encloses the origin in the first case. At $|g|=1$ the circle passes through the origin and $W$ is undefined.

The function $g$ changes sign when $ka$ advances by $2\pi$. This does no harm, since $-g+e^{iq}=-(g+e^{i(q+\pi)})$: the loop acquires a constant factor and a shifted starting point, and $W$ is unchanged.

\section{From the winding number to the edge state}

\subsection{Zero energy}

At $E=0$ the sublattices decouple. For $B$, equation (\ref{eq:a}) gives $g b_n+b_{n-1}=0$ with $b_0=0$. If $g\neq0$, the case $n=1$ gives $b_1=0$, then $n=2$ gives $b_2=0$, and so on. If $g=0$, the equations with $n\ge2$ give $b_{n-1}=0$ directly. All $b_n$ vanish in both cases.

For $A$, equation (\ref{eq:b}) gives
\begin{equation}
g\,a_n+a_{n+1}=0. \label{eq:zero}
\end{equation}
The trial form $a_n=z^{n-1}$ turns this into $z^{n-1}f(z)=0$, so $z$ must be a root of $f$. The state decays into the crystal if the root lies inside the unit circle. By (\ref{eq:w}), $W$ counts such roots. No boundary condition remains to be met by $a_n$, because the missing atom $B_0$ would have supplied the equation that restricts $a_1$. The number of zero-energy bound states is therefore $W(k)$.

The root is $z=-g$. Normalization uses $\sum_{n\ge1}g^{2(n-1)}=1/(1-g^2)$, which converges for $|g|<1$:
\begin{equation}
a_n=\sqrt{1-g^2}\,(-g)^{n-1},\qquad b_n=0. \label{eq:state}
\end{equation}
Physically, the two contributions reaching each $B_n$ from chain $n$ must be cancelled by the one from $A_{n+1}$. When the two nearly cancel each other, a small amplitude on the next chain suffices. At $ka=\pi$ they cancel completely and the state sits on $A_1$ alone. Chains are $\sqrt3a/2$ apart, so the amplitude falls to $1/e$ of its value over
\begin{equation}
\xi(k)=\frac{\sqrt3\,a/2}{\ln(1/|g|)}, \label{eq:xi}
\end{equation}
which diverges at the ends of the window, where the state merges with the bulk.

\subsection{No bound state at other energies}

Let $E\neq0$. Multiply (\ref{eq:b}) by $E$ and insert (\ref{eq:a}) for $Ea_n$ and $Ea_{n+1}$:
\begin{align}
E^2b_n&=t^2\left[g(g b_n+b_{n-1})+(g b_{n+1}+b_n)\right]\nonumber\\
&=t^2\left[(1+g^2)b_n+g(b_{n-1}+b_{n+1})\right]. \label{eq:rec}
\end{align}
For $g\ne0$ the solutions are built from $\lambda^n$ and $\lambda^{-n}$, since the two roots have product 1. If both have modulus 1, nothing decays; this includes the double root $\lambda=\pm1$, with solutions $\lambda^n$ and $n\lambda^n$. Otherwise one grows and must be dropped, leaving $b_n=C\lambda^n$. The condition $b_0=0$ then gives $C=0$, and (\ref{eq:a}) gives $a_n=0$. No bound state exists.

For $g=0$ the pairs $B_n$--$A_{n+1}$ are isolated dimers with energies $\pm t$. They are localized, but they form the bulk bands, which are flat in $q$ at this $k$, and are not edge states.

\section{Counting the band}

The condition $|2\cos(ka/2)|<1$ means $\pi/3<ka/2<2\pi/3$, so
\begin{equation}
\boxed{\;\frac{2\pi}{3}<ka<\frac{4\pi}{3},\qquad
\frac{\Delta k}{2\pi/a}=\frac{2\pi/(3a)}{2\pi/a}=\frac13\;}
\end{equation}
An edge of length $L$ has $L\,dk/2\pi$ allowed values in $dk$. The band thus holds $1/(3a)$ states per unit length, edge and spin.

The integer $W$ is topological, but the fraction one third is set by the positions of the Dirac points. To see this, let the bonds within chains have hopping $t_1$ and those between chains $t_\perp$. Then $f$ is proportional to $(t_1/t_\perp)g+z$, and the window is $|\cos(ka/2)|<t_\perp/(2t_1)$. For $t_\perp<2t_1$ its fraction is
\begin{equation}
1-\frac{2}{\pi}\arccos\frac{t_\perp}{2t_1},
\end{equation}
which equals $1/3$ at $t_\perp=t_1$. For $t_\perp>2t_1$ the window covers the whole zone.

\section{The unit cell must fit the edge}

The winding number depends on which $A$ and $B$ atoms are grouped into a cell. The count above used cells $(A_n,B_n)$, which the zigzag edge leaves whole. Removing all $A_1$ atoms produces a bearded edge, whose outer atoms $B_1$ have a single neighbour. The cells left whole are now $(B_n,A_{n+1})$, and the zero-energy equations for $b_n$ are
\begin{equation}
g\,b_{n+1}+b_n=0,\qquad n\ge1 .
\end{equation}
With $b_n=z^{n-1}$ the relevant function is $\tilde f(z)=1+gz$, whose root $z=-1/g$ lies inside the unit circle for $|g|>1$. Since $\tilde f(z)=z\,f(1/z)$, its winding is
\begin{equation}
\tilde W=1-W:
\end{equation}
the factor $z$ contributes 1, and $f(1/z)$ runs through the loop of $f$ backwards. The bearded edge has its zero-energy band on the other two thirds of the zone.

Both counts were tested by diagonalizing ribbons of 120 chains built from atomic positions, at 60 evenly spaced momenta. With two zigzag edges, the bulk gap contained one state per edge at 20 momenta and none at the other 40. With one edge made bearded, that edge held the zero-energy state at 40 momenta.

\section{Ribbons of finite width}

A ribbon of $N$ chains ends at $B_N$, which adds the condition $a_{N+1}=0$. By (\ref{eq:a}), continued to $n=N+1$, this is equivalent to $g b_{N+1}+b_N=0$, where $b_{N+1}$ is an auxiliary value. Recurrence (\ref{eq:rec}) with $b_0=0$ has the solution $b_n=\sin n\theta$, so
\begin{equation}
g\sin[(N+1)\theta]+\sin N\theta=0,\qquad E^2=t^2(1+g^2+2g\cos\theta).
\end{equation}
Edge states have complex $\theta$. Put $\theta=\pi+i\kappa$ for $g>0$ and $\theta=i\kappa$ for $g<0$, with $\kappa>0$. Both signs lead to
\begin{equation}
|g|=\frac{\sinh N\kappa}{\sinh[(N+1)\kappa]},\qquad
E^2=t^2(1+g^2-2|g|\cosh\kappa). \label{eq:kappa}
\end{equation}
The ratio falls steadily from $N/(N+1)$ at $\kappa\to0$ to 0 at large $\kappa$, because $x\coth x$ increases with $x$. A solution exists for $0<|g|<N/(N+1)$; at $g=0$ the two end atoms are isolated and $E=0$. The fraction of the zone with edge states is
\begin{equation}
1-\frac2\pi\arccos\frac{N}{2(N+1)}, \label{eq:frac}
\end{equation}
which approaches $1/3$ from below.

To simplify the energy, write $S=\sinh[(N+1)\kappa]$, $C=\cosh[(N+1)\kappa]$, $s=\sinh\kappa$ and $c=\cosh\kappa$. Then $\sinh N\kappa=Sc-Cs$, and
\begin{align}
\frac{S^2E^2}{t^2}&=S^2+(Sc-Cs)^2-2Sc(Sc-Cs)\nonumber\\
&=S^2-(Sc-Cs)(Sc+Cs)=S^2(1-c^2)+C^2s^2=s^2 .
\end{align}
The last step uses $1-c^2=-s^2$ and $C^2-S^2=1$. Hence
\begin{equation}
|E|=\frac{t\sinh\kappa}{\sinh[(N+1)\kappa]}\simeq t(1-g^2)|g|^N . \label{eq:split}
\end{equation}
The second form holds for large $N$ at fixed $|g|<1$, where $|g|\to e^{-\kappa}$. The states of the two edges overlap and form a pair at $\pm|E|$, so the band is at zero energy in the limit of infinite width.

\section{What moves the band away from zero}

\subsection{Second-neighbour hopping}

Add hopping $-t'$ between second neighbours. It acts within each sublattice, so $f$ no longer describes the whole Hamiltonian and zero energy is not protected. Let $M$ be the matrix of nearest-neighbour bonds and $T$ that of second-neighbour bonds. The elements of $M^2$ count two-step paths. Each second-neighbour pair has one common neighbour, also at this edge, so
\begin{equation}
M^2=D+T,
\end{equation}
where $D$ is diagonal and holds the number of neighbours. The edge state obeys $M\psi=0$, hence $\langle T\rangle=-\langle D\rangle$. With two neighbours on $A_1$ and three elsewhere,
\begin{equation}
\langle D\rangle=3-|a_1|^2=3-(1-g^2).
\end{equation}
To first order in $t'$ the energy is
\begin{equation}
-t'\langle T\rangle=3t'-t'(1-g^2). \label{eq:tp}
\end{equation}
The same argument with $D=3$ puts the bulk Dirac points at $3t'$. Relative to them, the edge band disperses from 0 at the window ends to $-t'$ at $ka=\pi$.

\subsection{Electron repulsion}

A half-filled flat band is sensitive to interactions. With on-site repulsion $U$ in mean field, an electron of one spin feels $U(n_{\rm opp}-\tfrac12)$, where $n_{\rm opp}$ is the density of the other spin on that atom. Suppose first that one spin fills the edge band, the other leaves it empty, and the remaining states do not respond. With $u=ka$ and $1-g^2=-1-2\cos u$, the moment on $A_1$, in Bohr magnetons, is
\begin{align}
m_1&=\frac1{2\pi}\int_{2\pi/3}^{4\pi/3}(-1-2\cos u)\,du\nonumber\\
&=\frac1{2\pi}\left(-\frac{2\pi}{3}+2\sqrt3\right)=\frac{\sqrt3}{\pi}-\frac13 . \label{eq:m}
\end{align}
At $ka=\pi$ the state lies on $A_1$ alone, so its two spin energies differ by $Um_1$.

\section{Example: a graphene ribbon 5 nm wide}

The parameters are rough typical values for graphene: $a=0.246$ nm, $t=2.7$ eV, $t'=0.1$ eV and $U=3$ eV. The ribbon has $N=24$ chains. With bond length $a/\sqrt3$, its width is $(3N/2-1)a/\sqrt3=35\times0.142=4.97$ nm.

\paragraph{Size of the band.} The edge zone is $2\pi/a=25.54$ nm$^{-1}$ wide and the ideal window is a third of it, 8.51 nm$^{-1}$. This gives $1/(3a)=1.36$ states per nm, edge and spin. For this ribbon the threshold is $|g|<24/25=0.96$, and (\ref{eq:frac}) gives a fraction of 0.319 instead of 0.333. The missing part lies at the window ends, where $\xi$ exceeds the ribbon width.

\paragraph{One state in detail.} At $ka=0.8\pi$, $g=2\cos(0.4\pi)=0.618$. The weights $(1-g^2)g^{2(n-1)}$ on the first four $A$ atoms are 0.618, 0.236, 0.090 and 0.034. The decay length is $\xi=0.213/0.481=0.443$ nm, a small part of the width. Equation (\ref{eq:split}) gives
\begin{equation}
|E|\simeq2.7\times0.618\times0.618^{24}\ \mathrm{eV}=1.61\times10^{-5}\ \mathrm{eV},
\end{equation}
in agreement with diagonalization to the digits shown. Towards the window ends this energy grows: at the threshold $|g|=N/(N+1)$ it reaches $t/(N+1)=0.108$ eV, and for about a tenth of the edge states of this ribbon it exceeds 0.026 eV.

\paragraph{Neglected effects.} Relative to the bulk Dirac points, which themselves move to $3t'$, second-neighbour hopping shifts the band by $-0.100$ eV at $ka=\pi$. At $0.8\pi$ the relative shift is $-0.062$ eV, both from the term $-t'(1-g^2)$ in (\ref{eq:tp}) and from diagonalization. Over most of the window repulsion is the largest effect considered; close to the window ends the finite-width energy is larger. Equation (\ref{eq:m}) gives $m_1=0.218$ and a splitting of $3\times0.218=0.65$ eV at $ka=\pi$. A self-consistent mean-field solution at half filling, with opposite moments on the two edges and $t'=0$, gives $m_1=0.285$ and 0.86 eV. It also lets the other states polarize, which the simple estimate excludes. The smallest gap at fixed $k$ is 0.216 eV, near $ka=0.69\pi$. Much of it is not due to repulsion, since finite width alone gives about 0.15 eV at $0.69\pi$ with $U=0$. Doubling the $k$ mesh from 24 to 48 points in half the zone changed the splitting by 0.0004 eV; the smallest gap, searched on a fine grid in $k$, is unchanged to the digits shown from 24 to 192 points.

\paragraph{Relation to real ribbons.} The thermal energy at 300 K is 0.026 eV, far above the finite-width energy at $0.8\pi$ but well below the mean-field splitting at $ka=\pi$. This does not mean that magnetic order survives at 300 K. The splitting is not the energy needed to reorient the moments, and with short-range interactions thermal fluctuations destroy long-range order along a one-dimensional edge. Of the neglected effects estimated here, repulsion moves the band most at $ka=\pi$: in mean field the state there moves from zero to about $\pm0.43$ eV. This is an estimate, since mean field omits correlation and fluctuations of the moments, and the model omits long-range repulsion; screening by a substrate can also change the effective $U$. Real edges may be rough or chemically altered. Roughness breaks the translation symmetry that makes $k$ a good quantum number, so $W(k)$ and the fraction one third then lose their strict meaning. The size of that effect is not estimated here.

\section*{Computed results}
\begin{verbatim}
edge period a = 0.246 nm
hopping t = 2.70 eV
second-neighbour hopping t' = 0.10 eV
on-site repulsion U = 3.00 eV
chains N = 24, ribbon width = 4.97 nm
winding at ka = 0.5 pi: 0
winding at ka = 0.8 pi: 1
window start ka/pi = 0.66667
window end ka/pi = 1.33333
window fraction of edge zone = 0.33333
edge zone width 2 pi/a = 25.54 1/nm
window width = 8.51 1/nm
edge states per length, edge and spin = 1.355 1/nm
count test: ribbon of 120 chains, 60 momenta
momenta with zigzag edge state = 20
momenta with bearded edge state = 40
g at ka = 0.8 pi: 0.6180
weight on A atom of chain 1 = 0.6180
weight on A atom of chain 2 = 0.2361
weight on A atom of chain 3 = 0.0902
weight on A atom of chain 4 = 0.0344
amplitude decay length at 0.8 pi = 0.443 nm
kappa at 0.8 pi = 0.48121
edge energy |E|, diagonalization = 1.6094e-05 eV
edge energy |E|, exact condition = 1.6094e-05 eV
edge energy |E|, leading form = 1.6094e-05 eV
ribbon threshold N/(N+1) = 0.9600
edge-state fraction in this ribbon = 0.3187
t' shift at ka = pi: -0.1000 eV
t' shift at 0.8 pi, diagonalization = -0.0618 eV
t' shift at 0.8 pi, first order = -0.0618 eV
edge moment, rigid band = 0.2180 Bohr magneton
rigid-band splitting at ka = pi: 0.654 eV
edge moment, mean field = 0.2854 Bohr magneton
mean-field splitting at ka = pi: 0.856 eV
smallest direct mean-field gap on mesh = 0.219 eV
moment shift, 24 to 48 k points = 1.4e-04 Bohr magn.
splitting shift, 24 to 48 = 4.1e-04 eV
smallest-gap shift, 24 to 48 = -5.0e-03 eV
thermal energy at 300 K = 0.0259 eV
\end{verbatim}
